# Exchange-striction polarization of an up-up-down-down ionic chain

**Definitions and conventions**

A straight chain has sites $n=0,1,2,\dots$ with rest positions $na$. Ion $n$ can move along the chain by $u_n$, and it carries the charge

$$q_n=(-1)^n q ,\qquad q>0. \tag{1}$$

If the true ionic charges have a nonzero mean, the mean is taken to be cancelled by a background, and $q_n$ is what remains. Even sites are the positive ones. Each chain occupies a cross-section $A$, so one site has the volume $aA$. The change of bond $n$, which joins sites $n$ and $n+1$, is

$$d_n=u_{n+1}-u_n . \tag{2}$$

The spins point along one axis, with signs $s_n=\pm1$. The energy that depends on the displacements is

$$E=\sum_n\left[\tfrac12 K d_n^2+j(d_n)\,\sigma_n\right],\qquad \sigma_n=s_ns_{n+1}. \tag{3}$$

Here $K$ is the bond stiffness at zero macroscopic electric field (short circuit), and the lengths of the two spins are included in $j$. Positive $j$ favours antiparallel neighbours. For small bond changes,

$$j(d)\simeq j_1+g\,d,\qquad g=\left.\frac{dj}{dd}\right|_{d=0}. \tag{4}$$

Exchange striction is the displacement of the ions that results from this dependence of exchange on bond length. An exchange energy that weakens with distance has $g<0$ if $j_1>0$.

Polarization means the change of dipole moment per volume when the ions move continuously from the undistorted chain. The ions carry rigid charges; a redistribution of electrons caused by the spins is left out. The chain is periodic with fixed total length, unless free ends are mentioned.

**The force pattern**

The up-up-down-down order can be written with one sign for each ion species:

$$s_{2k}=(-1)^k\alpha,\qquad s_{2k+1}=(-1)^k\beta,\qquad \alpha,\beta=\pm1. \tag{5}$$

For $\alpha=\beta=1$ this is $+,+,-,-,\dots$. The bond products follow directly:

$$\sigma_{2k}=\alpha\beta,\qquad \sigma_{2k+1}=(-1)^k\beta\,(-1)^{k+1}\alpha=-\alpha\beta .$$

Both lines are contained in

$$\sigma_n=\eta(-1)^n,\qquad \eta=\alpha\beta=s_0s_1. \tag{6}$$

The spins repeat after four sites, but the bond products repeat after two, as the charges do. This match allows a net dipole.

To find the displacements, note that $u_n$ enters (3) through $d_{n-1}$, with coefficient $+1$, and through $d_n$, with coefficient $-1$. With (4), the condition $\partial E/\partial u_n=0$ is

$$(Kd_{n-1}+g\sigma_{n-1})-(Kd_n+g\sigma_n)=0 .$$

Thus $Kd_n+g\sigma_n=\lambda$ is the same for every bond; $\lambda$ is the tension. Fixed length requires $\sum_n d_n=0$. Averaging over the bonds gives $\lambda=g\,m$, where $m$ is the mean of $\sigma_n$, and therefore

$$d_n=-\frac gK(\sigma_n-m). \tag{7}$$

For the order (6), $m=0$ and

$$d_n=\delta(-1)^n,\qquad \delta=-\frac{g\eta}{K}. \tag{8}$$

With $g<0$, parallel bonds lengthen and antiparallel bonds shorten. This lowers the antiferromagnetic exchange cost of the first and increases the gain of the second.

**The polarization**

Displacements that reproduce (8) are

$$u_n=-\tfrac12\delta(-1)^n, \tag{9}$$

because $u_{n+1}-u_n=\tfrac12\delta(-1)^n+\tfrac12\delta(-1)^n$. A uniform translation may be added. It does not change the dipole, since the charges (1) sum to zero over a pair of sites. The dipole change per site is

$$q_nu_n=(-1)^nq\left[-\tfrac12\delta(-1)^n\right]=-\tfrac12q\delta ,$$

the same on every site: positive and negative ions move in opposite directions. Division by $aA$ and use of (8) give

$$P=-\frac{q\delta}{2aA}=\frac{q\,g\,\eta}{2KaA}. \tag{10}$$

This holds to first order in $g$. It vanishes for a stiff lattice, $K\to\infty$, and for exchange that does not depend on distance.

The two states can also be compared without an undistorted reference. Take an open chain with free ends and an even number $N$ of sites at positions $x_n=na+u_n$. Grouping the sites into pairs $(2k,2k+1)$, its dipole moment is

$$\mu=q\sum_{k}(x_{2k}-x_{2k+1})=-\frac{qN}{2}(a+d_{\rm even}),$$

where $d_{\rm even}$ is the change of the even bonds. At free ends $\lambda=0$, so $d_{\rm even}=-g\eta/K$. The term with $a$ cancels in the difference of the two states:

$$\frac{\mu(\eta=1)-\mu(\eta=-1)}{NaA}=\frac{qg}{KaA}=2P(\eta=1). \tag{11}$$

This is the dipole change that switching would produce, and it agrees with (10).

**Shifting the spins by one site**

Keep the ions in place and replace $s_n$ by $s_{n+1}$. Then $\sigma_n$ becomes $\sigma_{n+1}=-\sigma_n$ by (6), so $\eta\to-\eta$ and

$$P\to-P. \tag{12}$$

Each bond that was long becomes short. A shift in the other direction gives the same $\eta$. In the notation (5), the pattern $+,+,-,-$ becomes $+,-,-,+$, which means $\beta\to-\beta$ at fixed $\alpha$. The shift is therefore the same as reversing the spins of one ion species, up to a reversal of all spins. A shift by two sites reverses all spins and leaves $P$ unchanged. Four spin states thus belong to two values of $P$.

It matters that only the spins are shifted. If ions and spins move together by one site, the charge on even sites also changes sign. Then $q\to-q$ and $\eta\to-\eta$, and (10) is unchanged, as it must be for a translation of the whole crystal.

The reversal does not depend on the linear approximation (4). Invert the chain about site 0, so that

$$u'_n=-u_{-n},\qquad s'_n=s_{-n}. \tag{13}$$

Spins are axial vectors, so inversion moves them without turning them. The charges are unaffected, since $q_{-n}=q_n$. The new bond changes and bond products are

$$d'_n=-u_{-n-1}+u_{-n}=d_{-n-1},\qquad \sigma'_n=s_{-n}s_{-n-1}=\sigma_{-n-1}.$$

The terms in (3) are merely reordered, and the energy is the same for any function $j(d)$. For $+,+,-,-$ the inverted pattern is $s_{-n}=+,-,-,+$, which is $s_{n+1}$. So inversion carries the relaxed state of one pattern into the relaxed state of the shifted pattern. The dipole changes sign, because $\sum q_nu'_n=-\sum q_nu_{-n}=-\sum q_nu_n$. If each pattern has one relaxed state, apart from translations, $P$ reverses exactly.

An exponential exchange, $j(d)=j_1e^{-d/\rho}$ with $g=-j_1/\rho$, shows the difference between size and sign. For $\eta=1$ the two kinds of bond obey

$$K\delta+ge^{-\delta/\rho}=\lambda,\qquad -K\delta-ge^{\delta/\rho}=\lambda .$$

Subtracting the second from the first gives

$$\delta=-\frac gK\cosh\frac{\delta}{\rho}. \tag{14}$$

The size of $P$ exceeds (10) by the factor $\cosh(\delta/\rho)$, while the sign rule (12) is untouched.

Some other cases show what the effect needs. Ferromagnetic or simply alternating spins have $\sigma_n=m$ on every bond, and (7) gives no displacement. Equal charges on all sites give no dipole from (9), because the displacements sum to zero. If two successive bond products are equal, the alternation of $\sigma_n$ continues with the opposite phase beyond that point. Such a place is a wall between regions of opposite $P$.

The form $\eta=\alpha\beta$ also shows how $P$ grows with magnetic order. In a mean-field description, where $s_n$ is replaced by its thermal average and correlations are dropped, $\alpha$ and $\beta$ become the ordered fractions of the two species and $P\propto\alpha\beta$. If this order sets in continuously and both fractions grow as $\sqrt{T_c-T}$, $P$ grows linearly in $T_c-T$. That is a condition, not a result for every chain: with the second-neighbour exchange introduced below, $j_1\ne0$ and condition (17) satisfied, mean-field theory of the single chain gives a modulated order first, and for $j_1=j_2$ the up-up-down-down order is favoured only at lower temperature.

**When the spin pattern is stable**

Nearest-neighbour exchange alone does not select this order. Add a second-neighbour energy $j_2s_ns_{n+2}$, equal for both species and independent of distance. Since $s_ns_{n+2}=\sigma_n\sigma_{n+1}$, its mean is $j_2c$, with $c$ the mean of $\sigma_n\sigma_{n+1}$.

The striction energy per site follows from (7):

$$\frac{g^2}{2K}\langle(\sigma-m)^2\rangle-\frac{g^2}{K}\langle\sigma(\sigma-m)\rangle=-\varepsilon(1-m^2),\qquad \varepsilon=\frac{g^2}{2K}, \tag{15}$$

because both averages equal $1-m^2$. The two polar states both have $m=0$ and $c=-1$, so they have equal energy.

For given $m$, the smaller group of bond products is a fraction $(1-|m|)/2$ of all bonds. Each of its members can belong to at most two unequal neighbouring pairs. The fraction of unequal pairs is then at most $1-|m|$, so $c\ge1-2(1-|m|)=2|m|-1$. For $j_2>0$, choosing the sign of $m$ that favours $j_1$, the lowest energy per site is

$$e(|m|)=|m|(2j_2-|j_1|)-j_2-\varepsilon(1-m^2). \tag{16}$$

It is reached when the smaller group has no two adjacent members. If

$$j_2>\tfrac12|j_1|, \tag{17}$$

then $e$ increases with $|m|$, the minimum is at $m=0$ with $c=-1$, and this is the up-up-down-down order. With the linear exchange (4), striction does not move the limit (17). Just below it, however, the minimum at fixed length moves to $|m|=(|j_1|-2j_2)/(2\varepsilon)$, as long as this is less than 1. For $j_1=2$, $j_2=0.85$ and $\varepsilon=0.5$ in any common energy unit, this gives 0.30. Enumeration of all states of a 12-site ring, where $|m|$ can take only the values 0, 1/3, 2/3 and 1, gives 1/3. With free length, $d_n=-g\sigma_n/K$ and every pattern gains the same $\varepsilon$, so this intermediate range is absent.

Spins that can turn have another choice. A uniform spiral with angle $\theta$ between neighbours has exchange energy $j_1\cos\theta+j_2\cos2\theta$. Setting the derivative to zero gives $\cos\theta=-j_1/(4j_2)$ and

$$e_{\rm spiral}=-\frac{j_1^2}{4j_2}+\frac{j_1^2}{8j_2}-j_2=-j_2-\frac{j_1^2}{8j_2}, \tag{18}$$

which is below the collinear value $-j_2$. An easy-axis energy $-D\cos^2\vartheta$ per ion, with $\vartheta$ the angle from the axis, restores the collinear state if it is strong enough. That state gains $D$, while a flat uniform spiral in a plane containing the axis gains $D/2$. Without the small striction energy, the condition is

$$D>\frac{j_1^2}{4j_2}. \tag{19}$$

It is necessary but not sufficient, since a spiral can deform. For $j_1=j_2=2$ meV and $D=0.52$ meV, just above the limit of 0.5 meV, a deformed spiral still lies about 0.01 meV per site below the collinear state.

**A worked example**

The compound Ca$_3$CoMnO$_6$ contains chains in which Mn$^{4+}$ and Co$^{2+}$ alternate. This spin order is known at low temperature from slightly cobalt-rich samples close to that composition. The mean charge is $3e$, so $q=1e$ with Mn on the even sites. Rough round parameters are $a=0.265$ nm, $A=0.24$ nm$^2$, $K=500$ eV/nm$^2$, $j_1=j_2=2$ meV and $\rho=0.03$ nm. They satisfy (17). The stiffness and the exchange parameters are assumed, not calculated for the compound.

The slope is $g=-2/0.03=-66.7$ meV/nm. For $\eta=1$, (8) and (10) give

$$\delta=\frac{0.0667}{500}\ \text{nm}=1.33\times10^{-4}\ \text{nm},$$

$$P=-\frac{1.33\times10^{-4}}{2(0.265)(0.24)}\ \frac{e}{\text{nm}^2}=-1.05\times10^{-3}\ \frac{e}{\text{nm}^2}=-0.017\ \mu\text{C/cm}^2 .$$

Relaxation of the chain with the full exponential exchange gives $-0.0168$ µC/cm$^2$, and $+0.0168$ µC/cm$^2$ after the spin shift. The nonlinear correction is $1\times10^{-5}$ of $P$, as (14) predicts: $\tfrac12(\delta/\rho)^2$ with $\delta/\rho=0.0044$. With the exchange made 50 times larger, the size is 2.6 % above the first-order formula, and the two states are still opposite.

The striction gain is only 4.4 µeV per site, against exchange energies of 2 meV. In this example striction follows the magnetic order and has almost no part in selecting it. Condition (19) asks for $D>0.5$ meV. The example uses $D=2$ meV on every ion, which gives a collinear energy of $-4$ meV per site. The chain energy can be written as an average over triples of successive spins, so the lowest triple energy is a lower bound. A search over a grid of spin directions, with steps of 7.5° in polar angle and 22.5° in azimuth, finds $-4$ meV for this minimum too. On that grid no noncollinear arrangement is better.

**Electrical and elastic surroundings**

In a field $\mathcal E$ along the chain, the ions have the extra energy $-\mathcal E q_nu_n=\tfrac12q\mathcal E\delta$ per site. The total energy per site that depends on $\delta$ is

$$\tfrac12K\delta^2+g\eta\delta+\tfrac12q\mathcal E\delta ,$$

with its minimum at $\delta=-(g\eta+\tfrac12q\mathcal E)/K$. Inserting this in $P=-q\delta/(2aA)$ gives

$$P=P_0+\varepsilon_0\chi\mathcal E,\qquad \chi=\frac{q^2}{4KaA\varepsilon_0}, \tag{20}$$

where $P_0$ is the short-circuit value (10). A slab with open faces perpendicular to the chains has $\mathcal E=-P/\varepsilon_0$, so $P=P_0/(1+\chi)$. In the example $\chi=0.14$, and $|P|$ falls from 0.0168 to 0.0147 µC/cm$^2$. The depolarizing field is 0.17 MV/cm in this model, which has no electronic screening.

The surrounding lattice has a larger effect. Suppose that a rigid frame holds even and odd ions with spring constants $\kappa_e$ and $\kappa_o$. A translation relative to the frame now matters, and the full charges $Z_e$ and $Z_o$ must be used. With $\delta=u_o-u_e$, the energy of a pair of sites is

$$K\delta^2+2g\eta\delta+\tfrac12\kappa_eu_e^2+\tfrac12\kappa_ou_o^2 .$$

Its derivatives give $\kappa_eu_e=2(K\delta+g\eta)$ and $\kappa_ou_o=-2(K\delta+g\eta)$. Hence $\kappa_eu_e=-\kappa_ou_o$, and

$$u_o=\frac{\kappa_e\delta}{\kappa_e+\kappa_o},\qquad u_e=-\frac{\kappa_o\delta}{\kappa_e+\kappa_o}.$$

Putting $u_o$ back into the second force equation determines $\delta$, and the dipole of the pair divided by $2aA$ gives $P$:

$$\delta=-\frac{g\eta}{K+\dfrac{\kappa_e\kappa_o}{2(\kappa_e+\kappa_o)}},\qquad P=\frac{\delta\,(Z_o\kappa_e-Z_e\kappa_o)}{2aA(\kappa_e+\kappa_o)}. \tag{21}$$

Take $Z_e=4e$, $Z_o=2e$ and hold $\kappa_e=K$. For $\kappa_o/\kappa_e=1$, 2 and 0.5, $P$ is $-0.0134$, $-0.0252$ and 0 µC/cm$^2$. In the last case the dipoles of the two species cancel. The size, and even the sign for a given $\eta$, depend on how the frame shares the load. The factor $\eta$ remains, so any nonzero $P$ still reverses. The symmetry argument requires that inversion about one ion species also maps the frame onto itself.

**Vibration, temperature and field**

The opposed motion of the two species has the energy $K\delta^2$ per pair and the reduced mass $\mu_r$, so $\omega^2=2K/\mu_r$. With masses of 55 and 59 atomic mass units, the quantum is 38 meV. In a long chain the zero-point motion of one bond is made up of many modes. As an estimate, treat each pair as an independent oscillator with this frequency; the zero-point spread of the bond change, $\sqrt{\hbar/(2\mu_r\omega)}$, is then 0.0044 nm. This is about 33 times $\delta$. It does not hide the polarization, because harmonic vibration leaves the mean displacement unchanged. Its effect enters through the curvature of $j$: averaging $e^{-d/\rho}$ over a Gaussian spread $w$ multiplies the slope by $e^{w^2/2\rho^2}=1.011$, a change of about 1 %. A sum over all modes of a long chain raises the spread to 0.0049 nm, or 37 times $\delta$, and the factor to 1.014. Sideways vibrations are not included.

Temperature acts through walls. For an isolated Ising chain of free length, striction adds the same energy to every pattern, and the thermal weights are products of

$$T_{\sigma\sigma'}=\exp\{-[j_2\sigma\sigma'+\tfrac12j_1(\sigma+\sigma')]/k_BT\}.$$

At low temperature the unequal pairs dominate, with weight $e^{j_2/k_BT}$, and $\sigma=\pm1$ are almost equally likely. The number of walls per site is the mean weight of the two equal pairs relative to this:

$$\frac{\tfrac12\left[e^{-(j_2+j_1)/k_BT}+e^{-(j_2-j_1)/k_BT}\right]}{e^{j_2/k_BT}}=e^{-2j_2/k_BT}\cosh\frac{j_1}{k_BT}. \tag{22}$$

At 5 K the full transfer matrix gives 0.0048, or one wall per 55 nm, and (22) gives the same value. This number holds for strict Ising spins. For classical spins that can turn, with the $D=2$ meV of the example, the alternation of $\sigma_n$ decays about six times faster, equivalent to one wall per 9 nm; with $D=6$ meV it is one per 37 nm. In equilibrium without a field, an isolated chain therefore has no net polarization over long distances. Coupling between chains is needed to hold a common $\eta$.

A field of 0.1 MV/cm separates the two states by $2|P|aA\mathcal E=q|\delta|\mathcal E=1.3$ µeV per site. Reversing a single spin inside a domain costs far more. Its nearest neighbours are one parallel and one antiparallel, so their terms cancel. Both second neighbours are antiparallel, and their energy rises from $-2j_2$ to $+2j_2$, a cost of $4j_2=8$ meV. The field selects the preferred state but does not pay for isolated flips. The motion of walls, and hence the switching field, is outside this calculation.

**Comparison with the real compound**

The low-temperature polarization measured on slightly cobalt-rich samples close to Ca$_3$CoMnO$_6$ is roughly 0.01 µC/cm$^2$, the same order as the example. Since $K$ and the exchange slope were assumed, this shows that the mechanism can be large enough, not that the parameters are right. The weakest assumption is that of rigid charges on a freely moving chain: the frame alone moves the result between 0 and 0.025 µC/cm$^2$ in the three cases above, and the omitted electronic part has not been estimated. The sign of $j_1$, which fixes the sign of $g$ and of $P$, was assumed as well, and so was the equal $j_2$ on both species. An unequal split at the same mean, such as 3 and 1 meV, keeps the order, but if one species has zero or ferromagnetic second-neighbour coupling the single chain no longer selects a polar state. The equal anisotropy is also an idealization, because Mn$^{4+}$ in an octahedron of oxygen is much less anisotropic than Co$^{2+}$ in a trigonal prism. A trigonal prism has no inversion centre, but an ideal octahedron has one. Inversion about the Mn site is enough for (13), provided that the rest of the crystal shares it.

## Computed values

```
site spacing a: 0.265 nm
cross-section per chain A: 0.24 nm^2
alternating charge q: 1 e
mean ionic charge: 3 e
bond stiffness K: 500 eV/nm^2
nearest-neighbour exchange energy j1: 2 meV
second-neighbour exchange energy j2: 2 meV
exchange decay length rho: 0.03 nm
exchange slope g: -66.67 meV/nm
bond change delta, first order: 0.0001333 nm
relaxed parallel bond change: 0.0001333 nm
relaxed antiparallel bond change: -0.0001333 nm
striction energy gain per site: 4.444 ueV
P from formula, eta=+1: -0.01679 uC/cm2
P from relaxation, eta=+1: -0.01679 uC/cm2
P from relaxation, spins shifted: 0.01679 uC/cm2
P from switched open-chain dipole: -0.01679 uC/cm2
relative nonlinear correction to P: 9.9e-06
strong-coupling test, exchange multiplied by: 50
strong coupling, P over first-order P: 1.026
below-limit toy case, |m| of ground state: 0.3333
spiral energy per site, no anisotropy: -2.25 meV
up-up-down-down energy, no anisotropy: -2 meV
necessary anisotropy D exceeds: 0.5 meV
anisotropy D used: 2 meV
lower bound from spin triples: -4 meV per site
collinear energy with D: -4 meV per site
lattice susceptibility chi: 0.1423
P in open-circuit slab: -0.0147 uC/cm2
depolarizing field size: 0.1661 MV/cm
tether on even ions: 500 eV/nm^2
P with odd/even tether ratio 1: -0.0134 uC/cm2
P with odd/even tether ratio 2: -0.0252 uC/cm2
P with odd/even tether ratio 0.5: 0 uC/cm2
optical quantum: 38.32 meV
zero-point rms bond change: 0.00438 nm
zero-point factor on exchange slope: 1.011
temperature: 5 K
thermal walls per site: 0.00482
mean wall spacing: 55 nm
applied field: 0.1 MV/cm
field energy between the two states: 1.333 ueV per site
cost of one spin flip: 8 meV
```
